# Coulomb recoil of a bound Dirac electron beyond the kinetic term: test program

```python
"""Coulomb part of nuclear recoil, first order in m/M, for a Dirac electron.

Result under test:
    dE_C = <a|p^2|a>/(2M) - (1/M) * S,   S = sum_{eps_n<0} |<n|p|a>|^2,
    S -> (4/(3 pi n^3)) (Z alpha)^5 (m c)^2 for s states as Z alpha -> 0.
Symbols: a = bound Dirac state in V = -Z e^2/r, n = Dirac states in the same V,
M = nuclear mass, m = electron mass, z = Z alpha, kappa = Dirac angular number.
Internal units: momentum m c, energy m c^2, length hbar/(m c).
The radial spinor is (G, F)/r with
    G' + kappa G/r = (E - V + 1) F,   F' - kappa F/r = -(E - V - 1) G.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.optimize import brentq


# ---------- Fock-space test of the one-electron minus vacuum energy ----------
def fock_recoil_slope():
    """Slope in lam of E(one electron) - E(vacuum) for H = H0 + lam P^2."""
    rng = np.random.default_rng(3)
    levels = np.array([-1.8, -1.5, -1.3, -1.1, 1.0, 1.4, 1.7, 2.1])
    count = len(levels)
    parity = np.array([1, -1] * (count // 2))
    p = rng.normal(size=(count, count)) + 1j * rng.normal(size=(count, count))
    p = 0.25 * (p + p.conj().T) * (parity[:, None] != parity[None, :])
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    annihilators = []
    for i in range(count):
        op = np.eye(1)
        for j in range(count):
            op = np.kron(op, sign if j < i else lower if j == i else np.eye(2))
        annihilators.append(op)
    dim = 2**count
    momentum = np.zeros((dim, dim), complex)
    for i in range(count):
        for j in range(count):
            if p[i, j] != 0:
                momentum += p[i, j] * (annihilators[i].T @ annihilators[j])
    occupations = np.array([np.diag(c.T @ c) for c in annihilators])
    number = np.rint(occupations.sum(axis=0)).astype(int)
    h0 = np.diag(levels @ occupations)
    p_squared = momentum @ momentum

    def lowest(lam, electrons):
        keep = np.where(number == electrons)[0]
        return np.linalg.eigvalsh((h0 + lam * p_squared)[np.ix_(keep, keep)])[0]

    def gap(lam):
        return lowest(lam, 5) - lowest(lam, 4)

    step = 1e-4
    slope = (gap(step) - gap(-step)) / (2 * step)
    plus = np.sum(abs(p[4:, 4])**2)
    minus = np.sum(abs(p[:4, 4])**2)
    return slope, plus, minus


# ---------- radial Dirac problem ----------
def radial_grid(z, n):
    breaks = np.r_[0.0, np.geomspace(1e-5, 35.0 * n / z, 100)]
    x, wx = np.polynomial.legendre.leggauss(12)
    half = 0.5 * np.diff(breaks)
    middle = 0.5 * (breaks[1:] + breaks[:-1])
    r = (middle[:, None] + half[:, None] * x).ravel()
    w = (half[:, None] * wx).ravel()
    return breaks, r, w


def splines(breaks, degree, r):
    knots = np.r_[[breaks[0]] * degree, breaks, [breaks[-1]] * degree]
    basis = BSpline(knots, np.eye(len(knots) - degree - 1), degree)
    return basis(r), basis.derivative()(r)


def dirac_spectrum(z, kappa, breaks, r, w):
    """All eigenstates in a spline basis; one component vanishes at the wall."""
    first = [b[:, 1:-1] for b in splines(breaks, 7, r)]
    second = [b[:, 1:] for b in splines(breaks, 6, r)]
    (g, dg), (f, _) = (first, second) if kappa < 0 else (second, first)
    v = -z / r
    size = g.shape[1]
    total = size + f.shape[1]
    h = np.zeros((total, total))
    s = np.zeros((total, total))
    h[:size, :size] = g.T @ (g * (w * (v + 1))[:, None])
    h[size:, size:] = f.T @ (f * (w * (v - 1))[:, None])
    coupling = f.T @ ((dg + kappa * g / r[:, None]) * w[:, None])
    h[size:, :size] = coupling
    h[:size, size:] = coupling.T
    s[:size, :size] = g.T @ (g * w[:, None])
    s[size:, size:] = f.T @ (f * w[:, None])
    energies, vectors = eigh(h, s)
    return energies, g @ vectors[:size], f @ vectors[size:]


def bound_state(z, nodes, kappa, r, w):
    """Closed-form state with |kappa| = 1 and nodes = 0 or 1."""
    gamma = np.sqrt(1 - z * z)
    energy = 1 / np.sqrt(1 + (z / (nodes + gamma))**2)
    decay = z / np.sqrt((nodes + gamma)**2 + z * z)
    b0 = (gamma + 1) / z if kappa > 0 else -z / (gamma + 1)
    a1 = (decay + (energy + 1) * b0) / (gamma + 1 + kappa + z * decay / (energy + 1))
    b1 = -decay * a1 / (energy + 1)
    envelope = r**gamma * np.exp(-decay * r)

    def component(c0, c1):
        value = envelope * (c0 + c1 * r)
        return value, (gamma / r - decay) * value + envelope * c1

    g, dg = component(1.0, a1)
    f, df = component(b0, b1)
    norm = np.sqrt(np.sum(w * (g * g + f * f)))
    g, dg, f, df = g / norm, dg / norm, f / norm, df / norm
    residual = df - kappa * f / r + (energy - 1 + z / r) * g
    assert np.sqrt(np.sum(w * residual**2)) < 1e-9
    return energy, g, dg, f, df


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def gradient(x, dx, l_from, l_to, r):
    """r times the radial gradient of x/r between orbital momenta."""
    return dx - (l_from + 1) * x / r if l_to == l_from + 1 else dx + l_from * x / r


def recoil_sums(z, nodes, kappa):
    n = nodes + 1
    breaks, r, w = radial_grid(z, n)
    energy, g, dg, f, df = bound_state(z, nodes, kappa, r, w)
    out = dict(energy=energy, all=0.0, minus_p=0.0, minus_v=0.0)
    for kappa_n, weight in ((-kappa, 1 / 3), (2 * kappa, 2 / 3)):
        eps, gn, fn = dirac_spectrum(z, kappa_n, breaks, r, w)
        assert np.min(abs(eps)) > 0.5      # the two parts of the spectrum are apart
        pg = gradient(g, dg, orbital_l(kappa), orbital_l(kappa_n), r)
        pf = gradient(f, df, orbital_l(-kappa), orbital_l(-kappa_n), r)
        direct = gn.T @ (w * pg) + fn.T @ (w * pf)
        force = w * z / r**2
        by_force = (gn.T @ (force * g) + fn.T @ (force * f))
        neg = eps < 0
        out["all"] += weight * np.sum(direct**2)
        out["minus_p"] += weight * np.sum(direct[neg]**2)
        out["minus_v"] += weight * np.sum((by_force[neg] / (energy - eps[neg]))**2)
    # <p^2> from (alpha.p) a = (E - V - beta) a, without any gradient
    out["p2"] = np.sum(w * ((energy + z / r - 1)**2 * g**2
                            + (energy + z / r + 1)**2 * f**2))
    return out


def scaled(z, nodes):
    n = nodes + 1
    return recoil_sums(z, nodes, -1)["minus_v"] * np.pi * n**3 / z**5


slope, plus, minus = fock_recoil_slope()
assert abs(slope - (plus - minus)) < 1e-5      # finite-difference error
assert minus > 0.01                            # the blocked pairs matter here
print(f"Fock test: slope of energy with P^2 = {slope:.6f} (model units)")
print(f"Fock test: positive sum = {plus:.6f}, negative sum = {minus:.6f}")

# Spin factor of free negative-energy states for an electron spinor at rest
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
k_vec = np.array([0.7, -1.1, 0.4])
sigma_k = np.tensordot(k_vec, pauli, axes=1)
h_free = np.block([[np.eye(2), sigma_k], [sigma_k, -np.eye(2)]])
free_energies, free_states = np.linalg.eigh(h_free)
spin_factor = np.sum(abs(free_states[0, free_energies < 0])**2)
e_k = np.sqrt(1 + k_vec @ k_vec)
assert abs(spin_factor - (e_k - 1) / (2 * e_k)) < 1e-12


def integrand(k):
    e = np.sqrt(1 + k * k)
    return k * k / (e * (e + 1)**3)            # (e-1)/(e (e+1)^2), no cancellation


integral = quad(integrand, 0, np.inf, epsabs=1e-12)[0]
assert abs(integral - 1 / 3) < 1e-8
median = brentq(lambda k: quad(integrand, 0, k)[0] - integral / 2, 0.1, 50)
print(f"Momentum integral = {integral:.8f} (dimensionless)")
print(f"Half of the integral is reached at k = {median:.3f} m c")

# Spline spectrum against the closed-form level energy
alpha = const.fine_structure
z_test = 20 * alpha
breaks, r, w = radial_grid(z_test, 1)
eps, _, _ = dirac_spectrum(z_test, -1, breaks, r, w)
exact = np.sqrt(1 - z_test**2)
assert abs(eps[eps > 0][0] - exact) < 1e-7
print(f"Z=20 1s level: spline {eps[eps > 0][0]:.9f}, closed form {exact:.9f} m c^2")

# Closure, and the two forms of the negative-energy sum
for label, nodes, kappa in (("1s", 0, -1), ("2s", 1, -1), ("2p1/2", 1, 1)):
    s = recoil_sums(z_test, nodes, kappa)
    assert abs(s["all"] / s["p2"] - 1) < 1e-5
    assert abs(s["minus_p"] / s["minus_v"] - 1) < 1e-3   # inner grid cut-off
    print(f"Z=20 {label}: <p^2> = {s['p2']:.8f}, closure sum = {s['all']:.8f} (mc)^2")
    print(f"Z=20 {label}: S from p = {s['minus_p']:.6e}, "
          f"from grad V = {s['minus_v']:.6e} (mc)^2")

# Limit of small Z alpha; linear and quadratic corrections are removed,
# possible logarithmic ones are not, hence the tolerance
z0 = 0.004
for label, nodes in (("1s", 0), ("2s", 1)):
    values = [scaled(z0 * factor, nodes) for factor in (1, 2, 4)]
    limit = (8 * values[0] - 6 * values[1] + values[2]) / 3
    assert abs(limit / (4 / 3) - 1) < 0.015
    print(f"{label}: S pi n^3/(z^5 (mc)^2) at z = 0.004, 0.008, 0.016: "
          + ", ".join(f"{v:.5f}" for v in values))
    print(f"{label}: extrapolated to z = 0: {limit:.4f}; formula {4 * integral:.4f}")

p_low = recoil_sums(0.01, 1, 1)["minus_v"]
p_high = recoil_sums(0.02, 1, 1)["minus_v"]
power = np.log2(p_high / p_low)
assert abs(power - 7) < 0.3
print(f"2p1/2: power of Z alpha between 0.01 and 0.02 = {power:.3f}")

print("1s table: Z, Z alpha, S pi/(z^5 (mc)^2), 2S/<p^2>")
for charge in (1, 10, 20, 40, 60):
    z = charge * alpha
    s = recoil_sums(z, 0, -1)
    print(f"  {charge:3d}  {z:.6f}  {s['minus_v'] * np.pi / z**5:.5f}  "
          f"{2 * s['minus_v'] / s['p2']:.4e}")

# Hydrogen with the proton as a spinless point charge
mass_ratio = const.m_e / const.m_p
rest_khz = const.m_e * const.c**2 / const.h / 1e3
khz_to_ev = const.h * 1e3 / const.e
print(f"Hydrogen: alpha = {alpha:.9f}, m/M = {mass_ratio:.8e}")
print(f"Hydrogen: m c^2/h = {rest_khz:.6e} kHz")
for label, nodes in (("1s", 0), ("2s", 1)):
    s = recoil_sums(alpha, nodes, -1)
    kinetic = 0.5 * mass_ratio * s["p2"] * rest_khz
    extra = -mass_ratio * s["minus_v"] * rest_khz
    leading = (-4 * alpha**5 / (3 * np.pi * (nodes + 1)**3)
               * mass_ratio * rest_khz)
    assert extra < 0 < kinetic
    print(f"Hydrogen {label}: <p^2>/2M = {kinetic:.6e} kHz")
    print(f"Hydrogen {label}: -S/M = {extra:.2f} kHz = {extra * khz_to_ev:.4e} eV")
    print(f"Hydrogen {label}: leading (Z alpha)^5 value = {leading:.2f} kHz")

print("checks complete")
```

Running it gives:

```
Fock test: slope of energy with P^2 = 0.827957 (model units)
Fock test: positive sum = 0.847237, negative sum = 0.019280
Momentum integral = 0.33333333 (dimensionless)
Half of the integral is reached at k = 4.290 m c
Z=20 1s level: spline 0.989292403, closed form 0.989292403 m c^2
Z=20 1s: <p^2> = 0.02223786, closure sum = 0.02223786 (mc)^2
Z=20 1s: S from p = 2.220919e-05, from grad V = 2.220926e-05 (mc)^2
Z=20 2s: <p^2> = 0.00553049, closure sum = 0.00553049 (mc)^2
Z=20 2s: S from p = 2.805191e-06, from grad V = 2.805200e-06 (mc)^2
Z=20 2p1/2: <p^2> = 0.00545119, closure sum = 0.00545119 (mc)^2
Z=20 2p1/2: S from p = 2.310361e-08, from grad V = 2.310364e-08 (mc)^2
1s: S pi n^3/(z^5 (mc)^2) at z = 0.004, 0.008, 0.016: 1.32102, 1.30914, 1.28653
1s: extrapolated to z = 0: 1.3333; formula 1.3333
2s: S pi n^3/(z^5 (mc)^2) at z = 0.004, 0.008, 0.016: 1.32103, 1.30917, 1.28664
2s: extrapolated to z = 0: 1.3333; formula 1.3333
2p1/2: power of Z alpha between 0.01 and 0.02 = 6.955
1s table: Z, Z alpha, S pi/(z^5 (mc)^2), 2S/<p^2>
    1  0.007297  1.31120  3.2434e-07
   10  0.072974  1.15858  2.8357e-04
   20  0.145947  1.05368  1.9974e-03
   40  0.291894  0.97215  1.2878e-02
   60  0.437841  1.03833  3.6161e-02
Hydrogen: alpha = 0.007297353, m/M = 5.44617021e-04
Hydrogen: m c^2/h = 1.235590e+17 kHz
Hydrogen 1s: <p^2>/2M = 1.791895e+09 kHz
Hydrogen 1s: -S/M = -581.18 kHz = -2.4036e-09 eV
Hydrogen 1s: leading (Z alpha)^5 value = -590.99 kHz
Hydrogen 2s: <p^2>/2M = 4.479677e+08 kHz
Hydrogen 2s: -S/M = -72.65 kHz = -3.0045e-10 eV
Hydrogen 2s: leading (Z alpha)^5 value = -73.87 kHz
checks complete
```
